# Packing Limit for Long Alkyl Chains on Silicon (111)

## Problem

A flat silicon (111) surface is covered by hydrogen, one atom on each top silicon atom. A wet chemical reaction replaces some of the hydrogens by long alkyl chains, each bound to the surface by one Si–C bond. Along most of their length the chains stand upright and parallel, packed side by side.

(a) Find the area of one surface site and the area that one upright chain needs. What is the largest fraction $\theta$ of the hydrogens that can be replaced?

(b) How does a common tilt of the chains change this limit?

(c) The chains must be rooted on the fixed lattice of silicon sites. Can such a layer be built if each chain rises straight from its own site, and can it be built if the lowest part of the chain may lean?

(d) Real chains can be squeezed. How far can this push the coverage above the limit for hard chains, and why does the length of the chain matter?

The silicon lattice parameter is $a=5.431$ Å. For the chains take these rough values: mass of a CH$_2$ unit $m=14$ u, C–C bond length $b=1.5$ Å, density of closely packed chains $\rho=1.0$ g/cm³, and lateral modulus $K=5$ GPa. In part (d) a chain has $n=18$ units, and its attachment gains an energy $G=1$ eV, a round value. Lengths are in Å and energies in eV.

The surface is unreconstructed and free of steps. A patch of $M$ sites carrying $N$ chains is repeated periodically, so no chain can gain room by leaning out over an edge. The replaced fraction is $\theta=N/M$.

## First estimate by scaling

Neighbouring sites are a distance $s=a/\sqrt2=3.840$ Å apart, so a site has an area of order $s^2$. A CH$_2$ unit fills the volume $m/\rho$ and lengthens the chain by something like one bond length $b$. The chain's cross-section is therefore of order $m/(\rho b)$, and

$$
\theta_{\rm est}\sim\frac{s^2}{m/(\rho b)}=\frac{\rho\,b\,s^2}{m}.
$$

One atomic mass unit at a density of 1 g/cm³ fills 1.66 Å³, so $m/\rho=14\times1.66=23.2$ Å³. The chain area comes out as $23.2/1.5=15.5$ Å², the site area as $3.840^2=14.7$ Å², and

$$
\theta_{\rm est}\approx\frac{14.7}{15.5}\approx0.95 .
$$

The number of units in the chain has dropped out: a longer chain has more volume but the same cross-section. The estimate also shows that the two areas are comparable. It cannot decide whether nearly all hydrogens can go or a good part must stay, because that depends on the numerical factors left out.

## Exact solution

### The area of a site

Place a top silicon atom at the origin, with the outward normal along $(1,1,1)$. Its four bonds are

$$
\frac a4(1,1,1),\quad \frac a4(1,-1,-1),\quad \frac a4(-1,1,-1),\quad \frac a4(-1,-1,1).
$$

The first points along the normal. The other three have a negative scalar product with $(1,1,1)$ and lead into the crystal. The surface considered here is made by cutting the bonds that lie along the normal, so each top atom has one free bond, which holds one hydrogen or one chain.

The top atoms form a lattice spanned by

$$
\mathbf t_1=\frac a2(1,-1,0),\qquad \mathbf t_2=\frac a2(1,0,-1).
$$

Both vectors have length $s=a/\sqrt2$. Their scalar product is $a^2/4=s^2/2$, so the angle between them is 60°. The lattice is triangular, with one site per cell, and the site area is

$$
A_s=s^2\sin60^\circ=\frac{\sqrt3}{2}\,\frac{a^2}{2}=\frac{\sqrt3}{4}a^2=12.77\ \text{Å}^2 .
$$

### The area of a chain

Let $A_c$ be the smallest area per chain, measured at right angles to the axes, that any packing of parallel chains can reach. It includes the gaps between the chains, which no other chain can use.

To find it from the density, we need the advance $h$ along the axis per CH$_2$ unit. In a stretched chain the carbon atoms form a flat zigzag. With the tetrahedral bond angle $\beta$, for which $\cos\beta=-1/3$, the distance $L$ between an atom and its second neighbour follows from the law of cosines:

$$
L^2=2b^2-2b^2\cos\beta=\frac83b^2 .
$$

This distance lies along the axis and covers two units, hence

$$
h=\frac L2=b\sqrt{\frac23}=1.225\ \text{Å}.
$$

The volume per unit is $A_ch=m/\rho$, which gives

$$
A_c=\frac{m}{\rho h}=\frac{23.2}{1.225}\approx19\ \text{Å}^2 .
$$

The inputs are rough, so a range of 18 to 20 Å² will be kept in view. Identifying the area found from the density with the smallest possible area assumes that the chains at this density are already as closely packed as they can be without being squeezed.

### The limit for upright chains

Cut the layer by a horizontal plane at a height where all chains are upright and parallel. The plane has the area $MA_s$ within the patch and is crossed by $N$ chains. Repeating the patch periodically gives an endless parallel packing with area $MA_s/N$ per chain. By the definition of $A_c$ this cannot be smaller than $A_c$:

$$
\frac{MA_s}{N}\ge A_c
\quad\Longrightarrow\quad
\theta=\frac NM\le\theta_m\equiv\frac{A_s}{A_c}=\frac{12.77}{19}=0.67 .
$$

At most about two thirds of the hydrogens can be replaced, and about one third must remain. Expressed as densities, there are 7.8 sites per nm² and room for 5.3 chains per nm².

The range of $A_c$ moves the limit between 0.71 (for 18 Å²) and 0.64 (for 20 Å²). It helps to compare simple fractions. At $\theta=2/3$ each chain has $\tfrac32A_s=19.16$ Å², just enough for the working value of 19 Å². At $\theta=3/4$ it has $\tfrac43A_s=17.03$ Å², too little anywhere in the range. At the upper end of the range two thirds is itself slightly too dense, which is why the statement needs the word "about".

The argument requires a section in which the chains are parallel. A short group such as methyl has none, so the limit says nothing about it.

### Tilted chains

Let all chains lean by the same angle $\tau$ from the normal. A horizontal area $MA_s$, projected onto a plane at right angles to the chains, becomes $MA_s\cos\tau$. This projected area must hold the $N$ cross-sections:

$$
NA_c\le MA_s\cos\tau
\quad\Longrightarrow\quad
\theta\le\theta_m\cos\tau .
$$

A common tilt therefore lowers the limit. At 20° it is 0.63. On this surface a tilt is in fact the unstrained state. The Si–C bond points along the normal and is the first bond of the zigzag, and every bond of a zigzag makes an angle with its axis whose cosine is $h/b=\sqrt{2/3}$, that is 35.3°. Staggered kinks near the foot do not help: with tetrahedral angles they leave the axis at 35.3°, 90° or 144.7° from the normal. Chains with unstrained feet and a common tilt therefore obey $\theta\le\theta_m\sqrt{2/3}=0.55$, and upright chains need strained feet. Read the other way, a layer with fewer chains than $\theta_m$ allows has room to tilt. The area permits angles up to the one given by $\cos\tau=\theta/\theta_m$. To reach it, the chains must be able to shift sideways into their densest packing; chains tilted from a fixed, evenly spaced arrangement can touch earlier.

### Can the chains be rooted on the silicon lattice?

The limit concerns the packed section. Below it, each chain must end on a silicon site. To examine this, replace the chains by round rods whose densest packing has the same area $A_c$ per rod. The densest packing of equal circles is triangular, so their contact distance $d$ obeys

$$
A_c=\frac{\sqrt3}{2}d^2
\quad\Longrightarrow\quad
d=\sqrt{\frac{2A_c}{\sqrt3}}=4.68\ \text{Å}.
$$

**Straight from the foot.** If every rod rises vertically from its own site, two rods cannot occupy neighbouring sites, because $s=3.84$ Å is less than $d$. The three corners of an elementary triangle of the lattice are mutual neighbours, so each triangle has at most one occupied corner. A patch of $M$ sites has $2M$ triangles, and every site belongs to six of them. Counting the occupied corners of all triangles gives

$$
6N\le2M\quad\Longrightarrow\quad\theta\le\frac13 .
$$

The value 1/3 is reached by occupying sites a distance $\sqrt3\,s=6.65$ Å apart, which is more than $d$. Perfectly straight round rods thus reach only half of what the area alone would permit. The loss comes from the mismatch between the site spacing and the rod diameter.

**With leaning feet.** Now let the lowest part of a chain shift sideways between its site and the packed section. Start from any packing of upright rods and root each rod at the site nearest to its axis. The point farthest from all sites is the centre of an elementary triangle, at a distance $s/\sqrt3=2.22$ Å from its corners. No foot therefore has to shift by more than 2.22 Å.

It remains to show that no site is claimed twice. If two rods had the same nearest site, their axes would be at most

$$
\frac{2s}{\sqrt3}=4.43\ \text{Å}
$$

apart, by the triangle inequality. They are at least $d=4.68$ Å apart, so this cannot happen. Every rod finds a site of its own, so the positions of the sites do not by themselves lower the area limit.

The condition used here, $d>2s/\sqrt3$, can be written in terms of areas. Squaring it and multiplying by $\sqrt3/2$ gives

$$
A_c>\frac{\sqrt3}{2}\,\frac{4s^2}{3}=\frac43A_s
\quad\Longleftrightarrow\quad
\theta_m<\frac34 .
$$

It holds over the whole range of 18 to 20 Å².

An explicit layer shows the construction at work. Take 54 rows of 11 sites, 594 sites in all. Above them place 44 rows of 9 rods, 396 in all, with every second row displaced by half a step. The fraction is $396/594=2/3$. The closest rods are $11s/9=4.69$ Å apart, slightly more than $d$. With each rod rooted at its nearest site, all 396 sites chosen are different. The mean sideways shift is 1.35 Å and the largest is 2.19 Å.

This proves that each chain can be given its own site within a short sideways reach. It does not prove that the leaning feet fit side by side. Above $\theta=1/3$ some neighbouring sites must both be occupied, and their feet are then only 3.84 Å apart, less than $d$. The layer can be built only if the lowest parts of the chains can come closer together than round rods of diameter $d$, which this model does not examine. In the explicit layer each occupied site has on average about four occupied neighbours. Turning a chain upright near its foot, by twisting bonds away from their staggered positions or by opening bond angles, also costs energy, roughly a few tenths of an eV per chain, which is not small against $G$. The remaining hydrogens may get in the way as well. These effects can keep the coverage below $\theta_m$.

### Chains that can be squeezed

Suppose the chains are pressed from $A_c$ to a smaller area $A$ each. Define the areal compression $\varepsilon=1-A/A_c$ and take the lateral pressure as $p=K\varepsilon$, its leading form for small compression. The work per CH$_2$ unit of height $h$ is

$$
h\int_A^{A_c}K\,\frac{A_c-A'}{A_c}\,dA'
=\frac{Kh(A_c-A)^2}{2A_c}
=\frac w2\varepsilon^2,
\qquad w=KhA_c=0.726\ \text{eV}.
$$

The energy of the whole layer is $E=\tfrac12Nnw\varepsilon^2$. Since $A=MA_s/N$, the compression depends on the number of chains:

$$
\varepsilon=1-\frac{MA_s}{NA_c}=1-\frac{\theta_m}{\theta},
\qquad
\frac{d\varepsilon}{dN}=\frac{MA_s}{N^2A_c}=\frac{1-\varepsilon}{N}.
$$

The cost of inserting one more chain at fixed $M$ is therefore

$$
\mu=\frac{dE}{dN}
=\frac{nw}{2}\varepsilon^2+Nnw\,\varepsilon\,\frac{1-\varepsilon}{N}
=nw\left(\varepsilon-\frac{\varepsilon^2}{2}\right).
$$

The first term is the energy of the new chain itself. The second is the work of squeezing all the others to make room; it begins with a term linear in $\varepsilon$ and dominates at small compression.

For $n=18$, $nw=13.1$ eV. At $\theta=3/4$ the compression is $\varepsilon=1-0.672/0.75=0.104$, and

$$
\mu=13.1\times(0.104-0.005)\approx1.3\ \text{eV}.
$$

This is about fifty times the thermal energy $kT=0.026$ eV at 300 K. Real chains stiffen as they are pressed together, so at a compression of ten per cent the linear law already gives too low a cost. With the stiffening law $p=(K/K')[(A_c/A)^{K'}-1]$ and $K'$ between 4 and 8, the cost rises to between 1.7 and 2.2 eV. At full coverage the same formula gives 3.6 eV, but a compression of 0.33 is far outside the range where a linear pressure law can be trusted.

Counting energy alone, attachment pays as long as $\mu<G$. To find the balance $\mu=G$, write $\varepsilon-\varepsilon^2/2=\tfrac12[1-(1-\varepsilon)^2]$ and use $1-\varepsilon=\theta_m/\theta$:

$$
1-\frac{\theta_m^2}{\theta^2}=\frac{2G}{nw}
\quad\Longrightarrow\quad
\theta=\frac{\theta_m}{\sqrt{1-2G/(nw)}} .
$$

For $n=18$ this is $0.672/\sqrt{1-0.153}=0.73$. With $G$ held at 1 eV, chains of 12 and 36 units give 0.77 and 0.70. The second digit depends on the pressure law: the stiffening law above gives about 0.72 for 18 units and 0.73 to 0.74 for 12. Above $\theta=3/4$ the argument that every chain finds its own nearest site no longer applies. For large $n$ the root can be expanded, and

$$
\theta\approx\theta_m\left(1+\frac{G}{nw}\right).
$$

The excess over the hard limit falls as $1/n$. The gain from one bond is fixed, while the cost of squeezing grows with every unit of the chain. In this model the hard limit is therefore the limit of large $n$.

The model counts only the bond as a gain. Chains also attract each other. If a chain gains a further energy $c$ per unit on moving from the liquid into the layer, $G$ is replaced by $G+nc$. For large $n$ the excess then no longer vanishes but tends to about $\theta_mc/w$, as long as $c$ is much smaller than $w$. The effect need not be small: $c=0.04$ eV moves the balance for 18 units from 0.73 to 0.78, at a compression where the linear law is already too soft.

For short chains the formula soon fails. It reaches $\theta=1$ when $nw(1-\theta_m^2)=2G$, which is at $n\approx5$ for these numbers. By then the compression is 0.33, too large for the linear pressure law. Such a chain is also only about 6 Å long, so a leaning foot may take up much of it and leave little parallel section.

## Comparison of the two

The scaling estimate gave 0.95 and the full calculation 0.67. Their ratio follows from the formulas. Inserting $A_s=\tfrac{\sqrt3}{2}s^2$ and $A_c=m/(\rho b\sqrt{2/3})$ gives

$$
\theta_m=\frac{\sqrt3}{2}\sqrt{\frac23}\;\frac{\rho bs^2}{m}
=\frac{1}{\sqrt2}\,\theta_{\rm est}.
$$

The first factor, 0.87, arises because a cell of the triangular lattice is smaller than a square of side $s$. The second, 0.82, arises because a zigzag chain advances by less than a bond length per unit and must therefore be thicker to hold the same volume. Both factors lower the coverage, and together they turn "nearly all" into "about two thirds". The estimate had the dependence on $s$, $b$, $\rho$ and $m$ right, as well as the absence of $n$ for hard chains.

The limit of 0.67 assumes upright chains. If they tilt together by 20°, it moves from 0.67 to 0.63, and at the 35° tilt of an unstrained chain on this surface it falls to 0.55. Heat acts in the same direction. With a rough areal expansion of $3\times10^{-4}$ per K for the chains, and the much smaller expansion of silicon neglected, warming by 100 K lowers the limit to 0.65. Squeezing acts the other way, raising the balance to 0.73 for 18 units. That figure leaves out the stiffening of the chains under compression, the strain at their feet, the entropy a chain loses when it leaves the liquid for the ordered layer, and the slowing of the reaction as the layer closes, all of which oppose further attachment. It also leaves out the attraction between the chains, which favours it. Two thirds is thus the ceiling for hard upright chains, not a forecast of the coverage that a given process reaches. The computed values are collected in the numerical output below.

## Computed values

```
silicon lattice parameter a = 5.4310 angstrom
site spacing s = 3.840 angstrom
site area, formula = 12.77 angstrom^2
site area, counted in a circle = 12.79 angstrom^2
CH2 mass (rough) = 14 u
C-C length (rough) = 1.5 angstrom
chain density (rough) = 1.0 g/cm^3
advance per CH2 h = 1.225 angstrom
chain area from density = 19.0 angstrom^2
chain area used (rough) = 19 angstrom^2
upper bound on replaced fraction = 0.672
least fraction of hydrogen left = 0.328
site density = 7.83 per nm^2
largest chain density = 5.26 per nm^2
bound for chain area 18 angstrom^2 = 0.710
bound for chain area 20 angstrom^2 = 0.639
area per chain at 2/3 = 19.16 angstrom^2
area per chain at 3/4 = 17.03 angstrom^2
contact distance of round chains d = 4.684 angstrom
second-neighbour site distance = 6.652 angstrom
limit for chains straight from the foot = 0.333
test layer: 396 chains on 594 sites
test layer: replaced fraction = 0.667
test layer: closest chains = 4.694 angstrom
test layer: mean foot shift = 1.35 angstrom
test layer: largest foot shift = 2.19 angstrom
limit of foot shift s/sqrt(3) = 2.217 angstrom
twice that limit = 4.434 angstrom
bound at tilt 20 degrees = 0.632
areal expansion (rough) = 3e-04 per K
bound after warming by 100 K = 0.653
lateral modulus K (rough) = 5 GPa
K*h*A_chain per CH2 = 0.726 eV
insertion cost at 3/4, n=18: 1.29 eV
insertion cost at full cover, n=18: 3.58 eV
thermal energy kT at 300 K = 0.0259 eV
attachment gain (round choice) = 1.0 eV
soft-chain balance fraction, n=12: 0.766
soft-chain balance fraction, n=18: 0.730
soft-chain balance fraction, n=36: 0.700
```
